# Counting Orbitals in One Nanometre of a 3 nm Silicon Wire

## The physical situation

An electron moves along a silicon wire so thin that its cross-section holds only a few hundred atoms per nanometre of length. Confinement mixes bulk states from distant parts of the band structure, and an effective mass taken at one band edge may no longer suffice. An atomistic tight-binding model instead gives every atom a small set of orbitals and lets the wire's own geometry set the confinement. The price is the size of the matrix.

Take a square wire of width $W=3$ nm and a slice of length $L=1$ nm. Silicon has about 50 atoms per nm³, the slice has a volume of 9 nm³, and the spinful $sp^3d^5s^*$ basis has 20 orbitals per atom:

$$
N\approx 50\times 9\times 20=9000 .
$$

This is a bulk estimate applied to an object only a few lattice constants wide. Its natural small parameter is $a/W$, where $a$ is the cubic lattice constant. With $a=0.5431$ nm, $a/W=0.18$, which is not very small. The first correction in $a/W$ therefore decides how far the estimate can be trusted.

The model is an unrelaxed diamond lattice cut to shape. Unless stated otherwise, the wire runs along $x=[100]$ and has $\{100\}$ side faces. Couplings join nearest neighbours.

## Orbitals per atom

A shell of angular momentum $l$ has $2l+1$ orbitals. The basis contains one $s$, one $p$ and one $d$ shell, and a second $s$-like shell called $s^*$, which gives the model more freedom to fit the conduction bands. Hence

$$
1+3+5+1=10,\qquad g=2\times10=20,
$$

where the factor 2 counts spin.

That factor is needed when spin-orbit coupling is kept. On the $p$ shell the coupling is proportional to $\mathbf L\cdot\mathbf S$. If some spin projection $\mathbf n\cdot\mathbf S$ were conserved, the matrix would split into an up block and a down block. From $[S_i,S_j]=i\hbar\sum_k\epsilon_{ijk}S_k$,

$$
[\mathbf L\cdot\mathbf S,\mathbf n\cdot\mathbf S]
=\sum_{ij}L_i n_j[S_i,S_j]
=i\hbar\sum_{ijk}\epsilon_{ijk}L_i n_jS_k
=i\hbar\,\mathbf L\cdot(\mathbf n\times\mathbf S).
$$

The nine products $L_iS_k$ are linearly independent on the $p$ shell, so the right side vanishes for no direction $\mathbf n$. The split into spin blocks is lost. Spatial symmetries of an ideal wire may still reduce the matrix in other ways.

If spin-orbit coupling is dropped and no other term acts on spin, the up and down blocks are identical and one block of about 4495 orbitals suffices. This may serve for some conduction-band questions. More care is needed at the valence-band edge. In bulk silicon, spin-orbit coupling splits states there that would otherwise be degenerate, by about 44 meV. In a thin wire confinement can separate some of these states as well, but the symmetry of the cross-section may leave others degenerate. Whether the coupling can be dropped depends on the states of interest and on the energy resolution required.

## The leading term

The conventional cubic cell of diamond contains 8 atoms, so the atom density is

$$
\rho=\frac{8}{a^3}=49.94\ \text{nm}^{-3}.
$$

Multiplying $\rho$ by a volume looks like a large-volume approximation. For a suitable average it is exact. Let $\chi(\mathbf r)$ be 1 inside the box $L\times W\times W$ and 0 outside. The atoms sit at $\mathbf R+\mathbf b$, where $\mathbf R$ runs over the corners of the cubic cells and $\mathbf b$ over the 8 positions in a cell. If the crystal is shifted by $\mathbf t$, the box contains

$$
n(\mathbf t)=\sum_{\mathbf R}\sum_{\mathbf b}\chi(\mathbf R+\mathbf b+\mathbf t)
$$

atoms. Average over all shifts within one cubic cell:

$$
\langle n\rangle=\frac1{a^3}\sum_{\mathbf b}\sum_{\mathbf R}\int_{\rm cell}\chi(\mathbf R+\mathbf b+\mathbf t)\,d^3t .
$$

For fixed $\mathbf b$, the vectors $\mathbf u=\mathbf R+\mathbf t$ cover all space once, because the cells tile space. The sum over $\mathbf R$ and the integral over the cell merge into one integral:

$$
\langle n\rangle=\frac1{a^3}\sum_{\mathbf b}\int\chi(\mathbf b+\mathbf u)\,d^3u
=\frac{8}{a^3}W^2L .
$$

Each of the 8 integrals equals the volume of the box. Nothing was assumed about its orientation or size. The mean number of silicon orbitals is therefore

$$
N=\frac{8g\,W^2L}{a^3}=\frac{160\,W^2L}{a^3}.
$$

For the example, $49.94\times9.0=449.5$ atoms and $N=8989$ orbitals, 0.12 percent below 9000.

As a test, explicit lattices were shifted at random 12,000 times for each of two orientations. The mean was 449.4 atoms for the $[100]$ wire and 448.9 for a $[110]$ wire with faces $(\bar110)$ and $(001)$. Both agree with the formula within five standard errors of the sampling.

The mean silicon count thus has no correction in $a/W$. Corrections enter in three other ways: through the choice of one definite wire, through the meaning of its width, and through the atoms added at its surface.

## One definite wire

Measure coordinates in units of $a/4$. One sublattice of diamond then has three even coordinates whose sum is a multiple of 4. The other is the first shifted by $(1,1,1)$, so its coordinates are all odd.

Look along the wire at a column with fixed integers $(y,z)$. If both are even, the first sublattice requires $x\equiv-y-z$ modulo 4, which gives one atom per period $a$. If both are odd, the second sublattice likewise gives one atom per period. If one is even and the other odd, the column is empty.

Let the cross-section contain $p$ atomic planes in each transverse direction. For even $p$, half the planes in each direction are even and half are odd, so the number of atoms per period is

$$
n_p=\left(\frac p2\right)^2+\left(\frac p2\right)^2=\frac{p^2}{2}.
$$

For odd $p$, one parity occurs $(p+1)/2$ times and the other $(p-1)/2$ times. If the same parity is in the majority in both directions,

$$
n_p=\frac{(p+1)^2+(p-1)^2}{4}=\frac{p^2+1}{2}.
$$

If the majorities are opposite,

$$
n_p=2\,\frac{(p+1)(p-1)}{4}=\frac{p^2-1}{2}.
$$

Assign each plane a thickness $a/4$, so that $W=pa/4$. For even $p$ the number of orbitals per unit length is

$$
\frac{g\,n_p}{a}=\frac{g}{2a}\left(\frac{4W}{a}\right)^2=\frac{8gW^2}{a^3},
$$

which is the leading term again. The width can now take only discrete values. The nearest to 3 nm is $p=22$, with $W=2.987$ nm. One period holds $22^2/2=242$ atoms and 4840 orbitals, or 8912 orbitals per nanometre.

### The spread between boxes

A box of fixed size placed at random catches a varying number of planes. Since $3.0/0.1358=22.1$, each transverse direction contains 22 or 23 planes. Along the wire there are 7.37 planes per nanometre on average, so a 1 nm box catches 7 or 8.

The fullest box has 8 planes, which is two periods, and 23 planes in each transverse direction with equal majorities. It holds $2\times(23^2+1)/2=530$ atoms. The emptiest has 22 transverse planes in each direction and 7 planes along the wire. Two periods hold 484 atoms, and the missing plane holds 60 or 61, so the minimum is $484-61=423$. The random sample reached both values. They correspond to 10,600 and 8460 orbitals, 18 percent above and 6 percent below the mean.

Part of this spread comes from the ends of the box and has no meaning for a long wire. One nanometre is 1.84 periods, so a 1 nm slice cannot be repeated to build the crystal. It is a unit of accounting. A band-structure calculation uses a whole period, here 4840 orbitals.

## The width convention: a correction of first order

Suppose that "3 nm" means the distance $D$ between the centres of the outermost atoms. Then $p$ planes have $p-1$ gaps:

$$
D=(p-1)\frac a4,\qquad \frac{pa}{4}=D+\frac a4 .
$$

The geometric width exceeds the span by one plane thickness. Inserting it in the leading formula gives

$$
N_D=\frac{8gL}{a^3}\left(D+\frac a4\right)^2
=\frac{8gLD^2}{a^3}\left(1+\frac{a}{2D}+\frac{a^2}{16D^2}\right).
$$

The middle term comes from $2D\cdot a/4$ divided by $D^2$. It is the first correction, and at this size it is large. For $D=2.987$ nm,

$$
\frac{a}{2D}=0.091,\qquad \frac{a^2}{16D^2}=0.002 .
$$

The predicted increase is 9.3 percent. The enumerated wire has $p=23$, 265 atoms per period and 9759 orbitals per nanometre. This is 9.5 percent more than the wire with $p=22$, whose geometric width is the same 2.987 nm. The remaining 0.2 percent is the extra half atom in $(p^2+1)/2$.

A statement of the orbital count to better than ten percent therefore needs a statement of how the width is measured. The same step describes a wire that is one atomic plane thicker in both directions.

## The surface: first correction to the total basis

Cutting the wire from the crystal leaves broken bonds. Their states would fall in or near the band gap and must be removed. One way is to shift the energies of the broken hybrid orbitals, which adds nothing to the basis. Another is to attach one hydrogen atom to each broken bond, with one $s$ orbital for each spin. The second choice changes the count.

### The number of cut bonds

Every atom has four bonds. For one sublattice their vectors, in units of $a/4$, are

$$
(1,1,1),\quad(1,-1,-1),\quad(-1,1,-1),\quad(-1,-1,1),
$$

and for the other sublattice they are the negatives. In both cases each bond displaces $y$ by $\pm a/4$ and $z$ by $\pm a/4$.

Averaged over lattice offsets, atoms are spread uniformly over the cross-section. For a bond that displaces $y$ by $+a/4$, both ends lie between 0 and $W$ if the starting point lies between 0 and $W-a/4$. For the opposite displacement the allowed interval is shifted but has the same length. The same holds for $z$. Hence the starting points whose neighbour stays in the wire fill an area $(W-a/4)^2$, provided $W\ge a/4$. The mean number of cut bonds is

$$
B=4\rho L\left[W^2-\left(W-\frac a4\right)^2\right]
=4\rho L\left(\frac{Wa}{2}-\frac{a^2}{16}\right).
$$

With $\rho=8/a^3$ the prefactor is $32L/a^3$, so

$$
B=\frac{16WL}{a^2}-\frac{2L}{a}.
$$

The first term is proportional to the perimeter: it equals $4/a^2$ bonds per unit area times the side area $4WL$. The second belongs to the four edges, where a bond that leaves through two faces at once would otherwise be counted twice. Bonds that leave through the ends of the slice continue into the wire and are not cut.

For the example,

$$
B=162.7-3.7\approx159 .
$$

A neighbour search in explicit lattices at 4000 random offsets gave a mean of 159.2, in agreement with the formula within five standard errors.

### The expansion

Each cut bond adds two orbitals. The mean total is

$$
N_{\rm tot}=N+2B
=\frac{160W^2L}{a^3}+\frac{32WL}{a^2}-\frac{4L}{a}.
$$

Divide by the leading term. The second term gives $32a/(160W)=a/(5W)$ and the third gives $4a^2/(160W^2)=a^2/(40W^2)$:

$$
N_{\rm tot}=N\left[1+\frac{a}{5W}-\frac{a^2}{40W^2}\right].
$$

Volume, faces and edges appear in successive orders. The series ends after the edge term because the averaged geometry is a polynomial in $W$.

At $W=3$ nm the face term is 3.6 percent and the edge term $-0.1$ percent. Hydrogen adds 318 orbitals, 3.5 percent of $N$, for a total of 9307. The coefficient $1/5$ is small because a hydrogen atom carries 2 orbitals and a silicon atom 20. The face term reaches 10 percent at $W=2a\approx1.1$ nm. There the unrelaxed lattice is itself doubtful.

The edge term holds for the lattice exactly as cut. An atom within $a/4$ of two faces has three cut bonds and hangs on a single one. There are on average $4\rho L(a/4)^2=2L/a\approx3.7$ such atoms in the slice. If they are removed, each takes away 20 silicon orbitals and three hydrogens and leaves one new cut bond, a net change of $-24$ orbitals. The edge term then becomes $-52L/a$ instead of $-4L/a$, which is $-1.1$ percent of $N$, and the total is 9219. The volume and face terms do not change.

The rule of one hydrogen per cut bond belongs to the unreconstructed surface. An atom on a flat $\{100\}$ face has two cut bonds. Cut bonds of neighbouring face atoms point at the same missing site, and hydrogens placed along them at an Si–H length of 0.149 nm would be only 0.14 nm apart, so this ideal geometry serves for counting and is not the relaxed structure. If such atoms pair up and form a bond with each other, each keeps one cut bond, and the hydrogen contribution of the flat faces is roughly halved. Halving all 318 hydrogen orbitals would remove about 160, or 2 percent of $N$. The exact number depends on the wire. For $p=22$ each face has rows of 11 atoms, so one atom per row stays unpaired; 20 pairs per period remove 40 of the 86 cut bonds, or 147 orbitals per nanometre.

## What the count means for the matrix

A dense matrix of complex numbers takes 16 bytes per entry:

$$
16N^2=16\times8989^2\ \text{bytes}=1.29\ \text{GB}.
$$

Most of these entries are zero. On each atom there are 20 diagonal energies. Spin-orbit coupling on the $p$ shell adds 12 entries: in real $p$ orbitals each of the three products $L_kS_k$ has $2\times2=4$ non-zero entries, and different $k$ connect different pairs of orbitals. A bond couples 10 orbitals to 10 for each spin and does not flip the spin, so it contributes at most 200 entries to the rows of one atom. Some vanish by symmetry, which makes the result an upper bound. The slice has on average $4\times449.5-159.1\approx1639$ bond ends that are not cut, and for these mean counts its silicon rows contain at most

$$
32\times449.5+200\times1639\approx3.4\times10^5
$$

non-zero entries. Their values need at most 5.5 MB, without the indices that locate them. For the fullest box, with 530 atoms, the bound is $4.0\times10^5$ entries, or 6.5 MB. Hydrogen and energy shifts of surface hybrids are left out of this bound.

The positions of the entries matter as well. Every bond changes $x$ by $\pm a/4$, so it joins adjacent atomic planes. Ordered by planes, the matrix is block tridiagonal. For $p=22$ the four planes of a period hold 61, 61, 60 and 60 atoms, and the largest block has 1220 orbitals. Stored densely, one such block takes $16\times1220^2$ bytes, or 24 MB.

A recursive solution treats one plane after another. If dense elimination of $n$ unknowns costs $cn^3$ with the same $c$ for all sizes, then replacing one matrix of size $N$ by $m$ blocks of size $N/m$ changes the cost from $cN^3$ to

$$
m\,c\left(\frac Nm\right)^3=\frac{cN^3}{m^2}.
$$

With $m=7.37$ planes per nanometre this would be a factor of about 54, but it leaves out the work that couples the blocks. If the couplings between planes are treated as dense, each step adds to the factorisation of a block of size $n$, which costs $\tfrac23n^3$ operations, one solve with $n$ right-hand sides and one matrix product, at $2n^3$ each. The gain is then $\tfrac23m^3/[\tfrac23m+4(m-1)]$, which is about 9 for $m=7.37$ and approaches $m^2/7$ for many planes. The block size grows as $W^2$, so the work per plane grows as $W^6$. Doubling the width costs a factor of 64 per plane, while doubling the length only doubles the number of planes.

## Beside a real device

A 3 nm square is small for a silicon channel. Stacked-sheet transistors have channels roughly 5 nm thick and some tens of nanometres wide, so their slices are much larger. The example belongs to the regime of strongly scaled or experimental wires. A bare wire 30 nm long, enough for a short channel with pieces of its contacts, has about 270,000 orbitals.

Real channels often run along $[110]$. The mean silicon count is the same, but the surface term and the blocks are not. For the $[110]$ wire with faces $(\bar110)$ and $(001)$ the slice has about 136 cut bonds, so hydrogen adds 3.0 percent. Half of the bonds lie within a plane normal to the wire, the planes are 0.192 nm apart (5.21 per nanometre), and a block has about 1730 orbitals on average.

Real cross-sections are not perfect squares. A circular wire of diameter 3 nm has $\pi/4$ of the area, which lowers the mean count by 21 percent to about 7060. This exceeds both first-order corrections above.

Real channels are also surrounded by oxide, which the count replaces by a hard wall. If a shell 1 nm thick is represented by sites with silicon's density and the same basis, the outer width becomes 5 nm and the count rises by $(5/3)^2=2.78$ to about 25,000. Such a shell is a modelling device; real oxide has another structure and density. The example shows that treating the surroundings atomistically can outweigh every other correction considered here.

The lattice constant matters less. If it is 1 percent larger at fixed outer dimensions, $N$ falls by 2.9 percent to 8725, as expected from $a^{-3}$. If a given wire is stretched instead, its atoms are conserved and its total number of orbitals does not change. Temperature, gate field and substitutional doping alter the matrix elements or the occupation of the states. They leave the count unchanged as long as each dopant carries the same basis as silicon and thermal expansion is neglected.

The figure of 9000 is thus the bulk term for a bare square wire of geometric width 3 nm. Explicit hydrogen shifts it by a few percent, and the reading of the width by nearly ten. The main values used here are listed in the numerical output below.

## Numbers as computed

```
lattice constant a = 0.5431 nm
wire width W = 3.0 nm, slice length L = 1.0 nm
slice volume = 9.0 nm^3
atom density = 49.94 per nm^3
orbitals per atom without spin = 10, with spin = 20
mean atoms in slice = 449.5
mean orbitals in slice N = 8989
difference of N from 9000 = -0.12 percent
orbitals per spin block without spin-orbit = 4495
sampled mean atoms, [100] wire = 449.4
sampled mean atoms, [110] wire = 448.9
fewest atoms in a sampled [100] box = 423
most atoms in a sampled [100] box = 530
fewest orbitals in a sampled box = 8460
most orbitals in a sampled box = 10600
plane spacing a/4 = 0.1358 nm
planes per 1 nm along wire = 7.37
periods per 1 nm along wire = 1.84
geometric width: planes per side = 22
geometric width: p*a/4 = 2.987 nm, span = 2.851 nm
geometric width: atoms per period = 242, orbitals = 4840
geometric width: orbitals per nm = 8912
geometric width: atoms in the four planes = [61, 61, 60, 60]
geometric width: largest plane block = 1220 orbitals
atom span: planes per side = 23
atom span: p*a/4 = 3.123 nm, span = 2.987 nm
atom span: atoms per period = 265, orbitals = 5300
atom span: orbitals per nm = 9759
atom span: atoms in the four planes = [72, 61, 72, 60]
atom span: largest plane block = 1440 orbitals
span/geometric excess = 9.5 percent
mean orbitals per plane = 1221
mean orbitals per period = 4882
mean cut bonds per slice B = 159.1
sampled mean cut bonds = 159.2
hydrogen orbitals added = 318 (3.5 percent)
orbitals with hydrogen = 9307
dense complex matrix = 1.29 GB
non-zero entries, upper bound = 342138
non-zero values storage bound = 5.47 MB
filled fraction of slice rows, bound over N^2 = 0.00423
orbitals with a larger by 1 percent = 8725
change from that lattice constant = -2.9 percent
shell thickness = 1.0 nm, outer width = 5.0 nm
orbitals with silicon-like shell sites = 24970
ratio with shell to bare wire = 2.78
orbitals in 30 nm of bare wire = 269674
```
